Quadratic bead-number convergence of the centroid free-energy barrier for hydrogen

**What symmetry fixes and dimensions suggest**

Let H = T + V, with T = p²/2m, describe one hydrogen coordinate in a smooth confining potential V(x). At inverse temperature β = 1/kT, imaginary time is cut into P steps of ε = β/P, here in units of inverse energy. Take the symmetric factor

S(ε) = e^{−εV/2} e^{−εT} e^{−εV/2}.

Reversing the sign of ε undoes it. In S(−ε)S(ε) the neighbouring exponentials cancel in pairs from the middle outwards, so S(−ε)S(ε) = 1. Hence ln S is odd in ε, and the effective Hamiltonian H_eff = −(ln S)/ε is even:

H_eff = H + ε²W + O(ε⁴).

Dimensions restrict W. It must vanish when T and V commute, and at this order it contains double commutators of T and V. One with a single T carries ħ²/m and two gradients of V, which gives ε²ħ²(V′)²/m, an energy. After thermal averaging, ε²(ħ²/m)kT times a curvature is also allowed. This suggests a free-energy error of 1/P² times (ħ²β²/m) times a combination of squared force and kT × curvature. Dimensions alone do not exclude other terms, such as ε²ħ⁴/m² times a fourth derivative of V. The derivation below shows that the two simple terms suffice, and finds their combination when the centroid of the path is held fixed.

These are formal power series in unbounded operators. They are used as asymptotic expansions at fixed β and tested numerically below for a quartic double well.

**What goes wrong with the simplest product**

The simplest factor is U = e^{−εV}e^{−εT}. To second order,

U = 1 − ε(V + T) + ε²(V²/2 + VT + T²/2),

e^{−εH} = 1 − ε(V + T) + ε²(V² + VT + TV + T²)/2.

Their difference is ε²[V,T]/2. Over P = β/ε steps it accumulates to order ε, so the scheme looks linear.

Where does this error appear? Since S = e^{εV/2}Ue^{−εV/2}, the inner factors cancel in the P-th power:

U^P = e^{−εV/2} S^P e^{εV/2},

⟨x|U^P|x′⟩ = e^{−ε[V(x)−V(x′)]/2} ⟨x|S^P|x′⟩.

The linear error is the prefactor. It is absent where V(x) = V(x′), and so from every diagonal element and from the trace. For the element between a well bottom and the barrier top of the example below, the observed order is 1.03 for U and 2.00 for S. For a general off-diagonal element, the symmetric factor thus gives second-order accuracy directly, and multiplying the simple result by e^{ε[V(x)−V(x′)]/2} gives the same value. A centroid free energy is built from traces, so there both factors give the same result without any correction.

**Putting the centroid into the trace**

The centroid is the time average x̄ = (1/β)∫₀^β x(τ)dτ of a closed path. Its density ρ(q) is the path integral with δ(q − x̄) inserted. This differs from the position density, which fixes one point of the path. Write

δ(q − x̄) = ∫dk/(2π) e^{ik(q−x̄)}.

The factor e^{−ikx̄} adds ikx/β to the potential, so

ρ(q) = ∫dk/(2π) e^{ikq} Z(k), Z(k) = Tr e^{−βH_k},

H_k = T + V_k, V_k = V + ikx/β.

These traces can be evaluated in a finite basis without sampling. They supply the reference called exact here, meaning converged numerically for the model.

With beads, x̄ becomes Σx_j/P, and e^{−ikx̄} gives each bead a factor e^{−ikx_j/P} = e^{−ε(ikx_j/β)}. Thus Z_P(k) = Tr S_k^P, where S_k is S with V replaced by V_k. The same density in bead coordinates, with x_{P+1} = x_1, is

ρ_P(q) = (m/2πħ²ε)^{P/2} ∫dx₁…dx_P δ(q − Σx_j/P) exp{−Σ_j[m(x_{j+1} − x_j)²/(2ħ²ε) + εV(x_j)]}.

A direct three-bead integral agrees with the Fourier route in a numerical test. Define

F_P(q) = −kT ln[λρ_P(q)], λ = √(2πħ²β/m),

and F(q) likewise from ρ(q). For P = 1 the springs vanish and ρ₁ = e^{−βV(q)}/λ, so F₁ = V: one bead is the classical limit.

In a simulation, substitute x_j = q + y_j with Σy_j = 0. The springs do not depend on q, and differentiation gives F_P′(q) = ⟨ΣV′(x_j)/P⟩_q. Integrating this mean force between well and top gives the barrier.

**The leading operator error**

Set A = −εV_k and B = −εT. Because ln S_k is odd, it equals A + B + L₃ up to fifth order, and the third-order part of S_k is (A + B)³/6 + L₃. Compare words of three operators:

- AAB, ABA, BAA have coefficients 1/8, 1/4, 1/8 in e^{A/2}e^Be^{A/2}. Subtracting 1/6 leaves −1/24, 1/12, −1/24.
- ABB, BAB, BBA have coefficients 1/4, 0, 1/4. Subtracting 1/6 leaves 1/12, −1/6, 1/12.
- AAA and BBB have coefficient 1/6 and cancel.

Since [A,[A,B]] = AAB − 2ABA + BAA and [B,[B,A]] = BBA − 2BAB + ABB,

L₃ = −[A,[A,B]]/24 + [B,[B,A]]/12.

Each double commutator contributes (−ε)³. Dividing by −ε then gives

H_eff = H_k − (ε²/24)[V_k,[V_k,T]] + (ε²/12)[T,[T,V_k]] + O(ε⁴).

From [V_k,p] = iħV_k′ follows [V_k,T] = (iħ/2m)(V_k′p + pV_k′). A second commutator gives

[V_k,[V_k,T]] = (iħ/2m)(2iħ)(V_k′)² = −ħ²(V_k′)²/m.

Therefore

W = ħ²(V_k′)²/(24m) + [T,[T,V_k]]/12.

To first order in W, cyclicity of the trace gives

Z_P(k) − Z(k) = −βε² Tr[e^{−βH_k}W].

The double commutator simplifies under this trace. Insert T = H_k − V_k in its outer position:

[T,[T,V_k]] = [H_k,[T,V_k]] − [V_k,[T,V_k]].

The first term has zero trace with e^{−βH_k}, which commutes with H_k. The second equals +[V_k,[V_k,T]] = −ħ²(V_k′)²/m. The total coefficient of ħ²(V_k′)²/m is 1/24 − 1/12 = −1/24, and with βε² = β³/P²

Z_P(k) − Z(k) = (ħ²β³/24mP²) Tr[e^{−βH_k}(V′ + ik/β)²].

**Returning to fixed centroid**

Because [p,H_k] = −iħV_k′ and Tr(e^{−βH_k}[p,H_k]) = 0,

Tr[e^{−βH_k}V′] = −(ik/β)Z(k).

In the Fourier integral ik acts as d/dq, so ρ⟨V′⟩_q = −ρ′/β. Hence ⟨V′⟩_q = −kTρ′/ρ = F′(q): the mean force identity holds for the continuous path too, and it was tested.

Now expand the square. Its cross term is (2ik/β)(−ik/β)Z = 2k²Z/β², and its last term is −k²Z/β². Together,

Tr[e^{−βH_k}(V′ + ik/β)²] = Tr[e^{−βH_k}(V′)²] + k²Z(k)/β².

Since k² transforms into −d²/dq²,

ρ_P − ρ = (ħ²β³/24mP²)[ρ⟨(V′)²⟩_q − ρ″/β²].

From ρ ∝ e^{−βF}, ρ″/(β²ρ) = (F′)² − kTF″. With F′ = ⟨V′⟩_q, the first two terms combine into the variance of V′ at one imaginary time, Var_q(V′). Finally F_P − F = −kT(ρ_P − ρ)/ρ at leading order, so

F_P(q) − F(q) = C(q)/P² + O(P⁻⁴),

C(q) = −(ħ²β²/24m)[Var_q(V′) + kTF″(q)].

For a symmetric double well with its top at q = 0 and minimum at q*, the barrier is ΔF_P = F_P(0) − min F_P. The minimum moves by δ = −C′(q*)/(F″(q*)P²). At the shifted point, F″δ²/2 + C′δ/P² = −(C′)²/(2F″P⁴), which is of fourth order. Thus

ΔF_P − ΔF = [C(0) − C(q*)]/P² + O(P⁻⁴).

**A solvable limit: parabolic wells and tops**

For V = ½mω²x² the substitution x_j = q + y_j removes the cross term, and F_P(q) = ½mω²q² + F_P(0). Free-energy differences are classical for any P; a four-bead test confirms this. The constant does depend on P. A ring mode l = 1,…,P−1 has the free spring factor 4sin²(πl/P), to which the potential adds (u/P)², with u = βħω. Relative to a free particle, for which F_P = 0,

F_P(0) = (kT/2) Σ_l ln[1 + (u/P)²/(4sin²(πl/P))].

Define θ by 2sinh(θ/2) = u/P. With φ = 2πl/P,

4sin²(φ/2) + 4sinh²(θ/2) = (e^θ − e^{iφ})(1 − e^{−θ}e^{−iφ}).

The product over l = 0,…,P−1 is (e^{Pθ} − 1)(1 − e^{−Pθ}) = 4sinh²(Pθ/2). Removing l = 0 divides by (u/P)²; the free product is the limit θ → 0 of 4sinh²(Pθ/2)/[4sinh²(θ/2)], namely P². Hence

F_P(0) = kT ln[2sinh(u_P/2)/u], u_P = 2P arcsinh(u/2P).

Expanding, u_P = u − u³/(24P²) + 3u⁵/(640P⁴) − …, so C = −kT(u³/48)coth(u/2). The second correction to u_P relative to the first is 9u²/(80P²) in size, or 11% at P = u, so for this parabolic constant the leading law is good to about 10% once P exceeds u. A barrier error is a difference of two such terms and can need more beads: for the double well below, cooled to 150 K (u = 10.5), the leading law overestimates the barrier error by 29% at P = 11. At low temperature coth(u/2) → 1 and the error tends to −ε²(ħω)³/48. Keeping it fixed then requires fixed ε, hence P proportional to β.

For a parabolic top, ω = iω_b. With v = βħω_b, the continuous-path constant is kT ln[2sin(v/2)/v] and C = kT(v³/48)cot(v/2). The constant diverges at v = 2π, where the first ring mode becomes unstable. This sets the crossover temperature ħω_b/(2πk). In a confining double well the quartic term keeps the density finite there, but the parabolic estimate of the top fails.

**A hydrogen double well**

Take V = V₀[(x/a)² − 1]² with V₀ = 200 meV, a = 0.60 Å and T = 300 K. These round parameters are illustrative: they define a one-dimensional model of a hydrogen hop between two sites and are not fitted to a material. Lattice motion and the other two hydrogen coordinates are left out.

Here kT = 25.852 meV and ħ²/m = 4.1477 meV Å². The harmonic quanta are 135.8 meV in the well and 96.0 meV at the top, so u = 5.25 and v = 96.01/25.852 = 3.71. The parabolic estimate of the crossover is 177 K, below the 300 K used here.

The exact centroid barrier is 160.4 meV (15.5 kJ/mol), which is 39.6 meV below the classical one. The parabolic constants indicate where this comes from:

well: 25.852 × ln[2sinh(2.626)/5.252] ≈ +25 meV,

top: 25.852 × ln[2sin(1.857)/3.714] ≈ −17 meV.

Zero-point motion raises the well, and quantum spreading across the top lowers the barrier from above. Their estimate, 200 − 25 − 17 = 158 meV, is near the exact result. Subtracting the ground level from V₀ would instead give 200 − 64.5 = 135.5 meV. That is a different quantity. The ground level includes all motion in the well, whereas F(q*) leaves out the centroid's own classical motion: the term −kT ln u in the parabolic constant subtracts its free energy, kT ln u. Subtracting the ground level also ignores the lowering at the top.

The prefactor of C is

ħ²β²/(24m) = 4.1477/(24 × 25.852²) = 2.586×10⁻⁴ Å²/meV.

At the top, in meV²/Å², the force variance is 6.34×10⁴ and kTF″ = 25.852 × (−1908) = −4.93×10⁴. They largely cancel, giving C(0) = −3.6 meV. At the minimum, q* = 0.575 Å, the terms are 18.21×10⁴ and 25.852 × 3956 = 10.23×10⁴. They add, giving C(q*) = −73.5 meV. Therefore

C(0) − C(q*) = 69.9 meV.

Too few beads leave out quantum free energy mainly in the well, so the barrier comes out too high. The parabolic formulas give about −79 meV in the well and −8 meV at the top. The latter is more than twice the true coefficient, although the two discrepancies nearly cancel in the difference.

The barrier errors are:

P = 8: 1.028 meV
P = 16: 0.269 meV
P = 32: 0.068 meV
P = 64: 0.017 meV
P = 128: 0.004 meV

The observed order rises from 1.94 for the first pair to 1.999 for the last. At P = 8 the leading law predicts 69.9/64 = 1.09 meV, about 6% above the actual error. After the leading term is subtracted, the remainder falls with order 3.99 between 32 and 64 beads, as evenness in ε requires.

For a discretisation error of 0.1 meV, √(69.9/0.1) = 26.4 suggests 27 beads; the actual error is then 0.095 meV. Even at P = 8 the weight of the barrier top relative to the well changes by a factor e^{−1.028/25.852} = 0.96, or 4%.

The known order also allows extrapolation. In (4ΔF_{2P} − ΔF_P)/3 the terms in P⁻² cancel. From 16 and 32 beads,

(4 × 160.4826 − 160.6833)/3 = 160.416 meV,

which is 0.001 meV from the exact barrier. If the two inputs carry equal independent sampling errors σ, the result carries √(16 + 1)σ/3 = 1.37σ. Let b be the bias of the finer value, here 0.068 meV. If the small bias left after extrapolation is neglected, the root-mean-square error falls below that of the finer value alone when 17σ²/9 < σ² + b², that is, when σ < 1.06b. This comparison does not count the cost of the coarser run.

**Where smoothness enters**

Without the centroid field, at k = 0, the shift in Z_P is positive and has a simple origin. For a weak, bounded V in a periodic box, expand ln Z to second order in V about free motion. Beads visit free-path positions with the correct joint distribution, so the first-order terms agree. With C_V(τ) the free-path covariance of V,

ln Z_P − ln Z = (β/2)[ε Σ_{j=0}^{P−1} C_V(jε) − ∫₀^β C_V(τ)dτ].

This is the error of a trapezoidal sum. For smooth V, a short displacement has variance ħ²τ/m, and

C_V(τ) ≈ C_V(0) − ħ²⟨(V′)²⟩τ/(2m).

The opposite slopes at τ = 0 and τ = β give a bracket of ε²ħ²⟨(V′)²⟩/(12m). Multiplication by β/2 reproduces the coefficient 1/24. The bead sum overweights the cusp at coincident times.

At a potential step, V changes if the path crosses it. The crossing probability is proportional to the mean displacement, so C_V falls as √τ. On the first interval the trapezoidal error of √τ scales as ε × √ε. On the later interval j it scales as ε³(jε)^{−3/2} = ε^{3/2}j^{−3/2}, which is summable. All these errors have one sign because √τ is concave, so they cannot cancel, and the order drops to 3/2. For a particle in a periodic box, the full calculation gives order 1.50 with a step and 2.00 with a cosine potential.

The quadratic law therefore fails for a potential with steps, and it needs enough beads for the stiffest relevant motion. It controls the discretisation of the centroid barrier. A hopping rate also needs a prefactor and a treatment of the dynamics, which this free energy does not contain. The full set of values is in the numerical output.

Values computed for the example and the checks

```
classical barrier V0 = 200.0 meV
half distance between wells a = 0.60 angstrom
temperature = 300 K, kT = 25.852 meV
hydrogen atom mass = 1.67353e-27 kg
hbar^2/m = 4.1477 meV angstrom^2
harmonic quantum in the well = 135.77 meV
harmonic quantum / kT = 5.252 (no unit)
barrier-top quantum = 96.01 meV
crossover temperature = 177.3 K
exact level E0 = 64.469 meV
exact level E1 = 64.819 meV
exact level E2 = 170.039 meV
exact centroid minimum q* = 0.5749 angstrom
exact centroid barrier = 160.41461 meV
  the same = 15.4777 kJ/mol
top: force variance = 6.3393e+04 meV^2/angstrom^2
top: curvature F'' = -1908.34 meV/angstrom^2
top: coefficient C = -3.6355 meV
minimum: force variance = 1.8209e+05 meV^2/angstrom^2
minimum: curvature F'' = 3956.26 meV/angstrom^2
minimum: coefficient C = -73.5345 meV
barrier coefficient C(0)-C(q*) = 69.8990 meV
P = 8: barrier = 161.44280 meV, error = 1.02820 meV
P = 16: barrier = 160.68334 meV, error = 0.26874 meV
P = 32: barrier = 160.48259 meV, error = 0.06799 meV
P = 64: barrier = 160.43166 meV, error = 0.01705 meV
P = 128: barrier = 160.41887 meV, error = 0.00427 meV
observed order, P = 8 to 16: 1.9359
observed order, P = 16 to 32: 1.9829
observed order, P = 32 to 64: 1.9956
observed order, P = 64 to 128: 1.9989
P^2 * error at P = 128: 69.8814 meV
order of remainder, P = 32 to 64: 3.992
Richardson value from P = 16, 32: 160.41568 meV
Richardson error: 0.00107 meV
beads predicted for 0.1 meV error: 27
actual error with P = 27: 0.09534 meV
barrier-weight factor from P = 8 error: 0.9610
off-diagonal order, symmetric: 1.999
off-diagonal order, unsymmetric: 1.029
periodic box order, smooth potential: 2.000
periodic box order, step potential: 1.497
```
